\section*{Parallel, Perpendicular and Powder Susceptibilities of a Mean-Field Antiferromagnet}

\section{The exercise}

A crystal has spins $S$ on two equivalent sublattices, A and B. Its Hamiltonian is
\begin{equation}
H=\sum_{\langle ij\rangle}J_{ij}\,\mathbf S_i\cdot\mathbf S_j-g\mu_B\mathbf B\cdot\sum_i\mathbf S_i ,
\end{equation}
where each pair is counted once, spins are in units of $\hbar$, and $g$ is isotropic. Positive $J_{ij}$ favours antiparallel spins. Each spin is coupled to its $z$ neighbours on the other sublattice by $J$ and to its $z'$ neighbours on its own sublattice by $J'$. Write
\begin{equation}
a=zJ>0,\qquad b=z'J'<a,\qquad \boldsymbol\beta=g\mu_B\mathbf B .
\end{equation}
The minus sign of the Zeeman term means that $\mathbf S_i$ points along the magnetic moment. For a moment opposite to the spin, the Zeeman term changes sign, which amounts to $\boldsymbol\beta=-g\mu_B\mathbf B$. The induced mean spin then reverses, the induced moment does not, and the susceptibility is the same.

Assume that the two-sublattice state is the stable ordered state, and that a very weak easy-axis anisotropy holds the ordering axis fixed in the crystal. Use mean-field theory, and define $\chi$ as the derivative of the mean spin per site with respect to $\beta$, at small $\beta$.

\begin{enumerate}
\item Find the Néel temperature $T_N$.
\item Find $\chi_\parallel(T)$ for a field along the ordering axis, and its values at $T_N$ and for $T\to0$.
\item Find $\chi_\perp(T)$ below $T_N$ for a field across the axis.
\item Show that a powder of randomly oriented grains has, at $T=0$, two thirds of its susceptibility at $T_N$.
\item Evaluate the results for $S=5/2$, $g=2$, $z=6$, $J/k=10$ K, $z'=12$, $J'/k=1$ K.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Write the effective field on one spin of each sublattice. In equilibrium the mean spin is parallel to that field, and its length is a known function of field over temperature.
\item In a parallel field the two sublattices change length. Linearize about the zero-field solution, and use the fact that the derivative of an odd function is even.
\item In a perpendicular field the spins tilt. Require the spin to be parallel to its effective field before calculating any length.
\item For the powder, resolve the field along and across the axis of a grain, and project the induced moment back onto the field.
\end{enumerate}

\section{Solution}

\subsection{Effective fields and the length of a mean spin}

Let $\boldsymbol\sigma_A$ and $\boldsymbol\sigma_B$ be the mean spins. Mean-field theory neglects the product of fluctuations in $\mathbf S_i\cdot\mathbf S_j$, so each spin feels its neighbours through their means. A spin on A then has the Hamiltonian $-\mathbf h_A\cdot\mathbf S$, up to a constant, with
\begin{equation}
\mathbf h_A=\boldsymbol\beta-a\boldsymbol\sigma_B-b\boldsymbol\sigma_A,\qquad
\mathbf h_B=\boldsymbol\beta-a\boldsymbol\sigma_A-b\boldsymbol\sigma_B .
\label{fields}
\end{equation}
Along its field a spin has levels $-hm$, $m=-S,\dots,S$. With $x=h/kT$ and $n=S+\tfrac12$, the geometric sum gives
\begin{equation}
Z=\sum_{m=-S}^{S}e^{mx}=\frac{\sinh nx}{\sinh(x/2)},\qquad
F(x)\equiv\langle m\rangle=\frac{d\ln Z}{dx}=n\coth nx-\tfrac12\coth\tfrac x2 .
\end{equation}
Differentiating once more,
\begin{equation}
F'(x)=\frac{1}{4\sinh^2(x/2)}-\frac{n^2}{\sinh^2 nx}.
\label{slope}
\end{equation}
Since $F'$ is the variance of $m$, its value at $x=0$ is the average of $m^2$ over $2S+1$ equally likely levels:
\begin{equation}
F'(0)=\frac{S(S+1)}{3}.
\end{equation}

It is also needed that $F$ is concave for $x>0$. From (\ref{slope}),
\begin{equation}
F''(x)=\frac{2}{x^3}\left[q(nx)-q(x/2)\right],\qquad q(y)=\frac{y^3\cosh y}{\sinh^3y}.
\end{equation}
Because $n>\tfrac12$, this is negative if $q$ decreases. Its logarithmic derivative is $q'/q=3/y+\tanh y-3\coth y$. Multiplying by the positive factor $y\sinh y\cosh y$ and setting $w=2y$ gives
\begin{equation}
3\sinh y\cosh y+y\sinh^2y-3y\cosh^2y=\tfrac12\left(3\sinh w-w\cosh w-2w\right).
\end{equation}
In the power series of the bracket the terms in $w$ and $w^3$ cancel. The coefficient of $w^{2k+1}$ for $k\ge2$ is $[3-(2k+1)]/(2k+1)!<0$. Hence $q$ decreases and $F''<0$.

\subsection{Order without a field}

Take the ordering axis as $z$ and put $\boldsymbol\sigma_A=\sigma_0\hat{\mathbf z}=-\boldsymbol\sigma_B$. Then (\ref{fields}) gives $\mathbf h_A=(a-b)\sigma_0\hat{\mathbf z}$, and
\begin{equation}
\sigma_0=F(x_0),\qquad x_0=\frac{(a-b)\sigma_0}{kT}.
\label{order}
\end{equation}
As a function of $\sigma_0$, the right side starts with slope $(a-b)F'(0)/kT$ and is bounded by $S$. If this slope exceeds 1, the curve starts above the line $\sigma_0$ and must cross it. If the slope is at most 1, concavity keeps the curve below the line and there is no nonzero solution. The border is the Néel temperature,
\begin{equation}
kT_N=(a-b)\frac{S(S+1)}{3}.
\label{neel}
\end{equation}
Concavity with $F(0)=0$ also implies $F'(x_0)<F(x_0)/x_0$ for $x_0>0$. Since $F(x_0)/x_0=kT/(a-b)$, this means
\begin{equation}
\frac{kT}{F'(x_0)}>a-b\qquad(0<T<T_N).
\label{ineq}
\end{equation}

\subsection{Field along the axis}

By symmetry about $z$, look for a solution with all mean spins along $z$. Put $\sigma_A=\sigma_0+\delta_A$ and $\sigma_B=-\sigma_0+\delta_B$. The effective fields are
\begin{align}
h_A&=(a-b)\sigma_0+\beta-a\delta_B-b\delta_A,\\
h_B&=-(a-b)\sigma_0+\beta-a\delta_A-b\delta_B .
\end{align}
$F$ is odd, so $F'$ is even and has the same value at $x_0$ and $-x_0$. To first order in $\beta$,
\begin{equation}
\delta_A=\frac{F'(x_0)}{kT}(\beta-a\delta_B-b\delta_A),\qquad
\delta_B=\frac{F'(x_0)}{kT}(\beta-a\delta_A-b\delta_B).
\end{equation}
Subtracting the second equation from the first gives
\begin{equation}
(\delta_A-\delta_B)\left[1-\frac{(a-b)F'(x_0)}{kT}\right]=0 .
\end{equation}
By (\ref{ineq}) the bracket is positive below $T_N$, so $\delta_A=\delta_B=\delta$. One sublattice grows and the other shrinks by the same amount. Then $\delta\,[kT/F'(x_0)+a+b]=\beta$, and
\begin{equation}
\chi_\parallel(T)=\frac{\delta}{\beta}=\frac{1}{kT/F'(x_0)+a+b}.
\label{par}
\end{equation}

As $T\to T_N$ from below, $x_0\to0$ and, by (\ref{neel}), $kT/F'(x_0)\to a-b$. Therefore
\begin{equation}
\chi_\parallel(T_N)=\frac{1}{(a-b)+(a+b)}=\frac{1}{2a}.
\label{parTN}
\end{equation}
For $T\to0$, $\sigma_0\to S$ and $x_0$ becomes large. The first term of (\ref{slope}) tends to $e^{-x_0}$, while the second is of order $e^{-(2S+1)x_0}$ and is negligible. Hence, to leading order,
\begin{equation}
\chi_\parallel\simeq\frac{1}{kT}\,e^{-(a-b)S/kT}\longrightarrow0 .
\end{equation}
In mean-field theory a parallel field can act only through the lengths of the mean spins. At low temperature each spin is in its lowest level, and changing a length needs thermal excitation across the gap $(a-b)S$. This gap and the exponential law belong to the approximation. The lowest excitations of the Hamiltonian are spin waves, whose gap vanishes with the anisotropy. For the example below on a simple cubic lattice, with an exchange anisotropy of $0.001a$, linear spin-wave theory gives a gap of about 7 K instead of 120 K, and at $0.1\,T_N$ a $\chi_\parallel$ more than ten times the mean-field value. It still vanishes as $T\to0$.

\subsection{Field across the axis}

Let the field point along $x$. The symmetric canted state is $\boldsymbol\sigma_A=(u,0,v)$, $\boldsymbol\sigma_B=(u,0,-v)$. From (\ref{fields}),
\begin{equation}
\mathbf h_A=\big(\beta-(a+b)u,\;0,\;(a-b)v\big).
\label{hperp}
\end{equation}
The mean spin must be parallel to this field, so the ratios of $x$ to $z$ components agree:
\begin{equation}
\frac uv=\frac{\beta-(a+b)u}{(a-b)v}
\;\Rightarrow\;(a-b)u=\beta-(a+b)u
\;\Rightarrow\;u=\frac{\beta}{2a}.
\end{equation}
Sublattice B gives the same condition, because its effective field differs by the sign of $v$ alone. Thus
\begin{equation}
\chi_\perp=\frac1{2a}\qquad(T<T_N),
\label{perp}
\end{equation}
independent of temperature. The coupling $b$ drops out because the field from a spin's own sublattice is parallel to the spin and exerts no torque.

Inserting $\beta=2au$ in (\ref{hperp}) gives $\mathbf h_A=(a-b)\boldsymbol\sigma_A$. The length of $\boldsymbol\sigma_A$ therefore obeys the zero-field equation (\ref{order}) and remains $\sigma_0$. The spins rotate without changing length, and $u$ is linear in $\beta$ as long as $u<\sigma_0$; no expansion in the field was made.

Inequality (\ref{ineq}) inserted in (\ref{par}) shows that $\chi_\parallel<\chi_\perp$ for $0<T<T_N$. By (\ref{parTN}) the two meet at $T_N$.

\subsection{Powder average}

Let the field make an angle $\vartheta$ with the axis of a grain. Its components $\beta\cos\vartheta$ and $\beta\sin\vartheta$ induce mean spins $\chi_\parallel\beta\cos\vartheta$ along the axis and $\chi_\perp\beta\sin\vartheta$ across it. Projection onto the field gives the response
\begin{equation}
\chi(\vartheta)=\chi_\parallel\cos^2\vartheta+\chi_\perp\sin^2\vartheta .
\end{equation}
The part of the induced moment normal to the field cancels between grains whose axes lie at different azimuths around the field. For random axes,
\begin{equation}
\overline{\cos^2\vartheta}=\frac12\int_0^\pi\cos^2\vartheta\,\sin\vartheta\,d\vartheta=\frac13,\qquad
\overline{\sin^2\vartheta}=\frac23,
\end{equation}
so that
\begin{equation}
\chi_{\rm p}(T)=\frac{\chi_\parallel(T)+2\chi_\perp}{3}.
\end{equation}
At $T_N$ both susceptibilities are $1/(2a)$; at $T=0$ only the perpendicular one remains:
\begin{equation}
\frac{\chi_{\rm p}(0)}{\chi_{\rm p}(T_N)}=\frac{\tfrac23\cdot\tfrac1{2a}}{\tfrac1{2a}}=\frac23 .
\end{equation}
Within mean-field theory the ratio depends on neither $S$, $a$ nor $b$. Beyond it the value shifts: for classical spins on a simple cubic lattice with $b=0$, $\chi_{\rm p}(T_N)$ lies below $1/(2a)$ and the ratio is about 0.7. It counts directions: two of the three axes of each grain respond at $T=0$.

\subsection{Why the axis must be held}

From $\partial f/\partial\beta=-\chi\beta$, the free energy per spin in a small field is $f_0-\tfrac12\chi\beta^2$. Turning the ordering axis from parallel to perpendicular to the field therefore lowers it by
\begin{equation}
\Delta f=\tfrac12(\chi_\perp-\chi_\parallel)\beta^2>0 .
\label{gain}
\end{equation}
Without anisotropy, every grain would turn its spins across the field and respond with $\chi_\perp$, and the ratio would be 1 instead of $2/3$. With a fixed anisotropy, however weak, the gain vanishes as $\beta^2$. An oblique field then turns the axis only by an angle proportional to $\beta^2$, which does not affect the linear response. The limit $\beta\to0$ thus comes first, and the limit of weak anisotropy second.

\subsection{Numbers}

The parameters are round model values. Here $a/k=6\times10=60$ K, $b/k=12\times1=12$ K and $S(S+1)/3=35/12$, so
\begin{equation}
T_N=(60-12)\times\tfrac{35}{12}\ \text{K}=140\ \text{K}.
\end{equation}
The molar magnetization is $N_Ag\mu_B$ times the mean spin per site, and $\beta=g\mu_B\mu_0H$ when the small contribution of the magnetization to $B$ is neglected. Hence
\begin{equation}
\chi_{\rm mol}=\mu_0N_A(g\mu_B)^2\chi,\qquad
\frac{\mu_0N_A(g\mu_B)^2}{k}=1.8857\times10^{-5}\ \text{m}^3\,\text{K/mol}.
\end{equation}
With $2a/k=120$ K,
\begin{equation}
\chi_{\perp,\rm mol}=\frac{1.8857\times10^{-5}}{120}=15.71\times10^{-8}\ \text{m}^3/\text{mol}.
\end{equation}
At $T=70$ K, (\ref{order}) has the solution $\sigma_0=2.222$. Then $x_0=48\times2.222/70=1.524$, and (\ref{slope}) gives $F'(x_0)=0.3524$, so that $kT/F'(x_0)$ corresponds to $70/0.3524=198.6$ K and
\begin{equation}
\chi_{\parallel,\rm mol}=\frac{1.8857\times10^{-5}}{198.6+72}\approx6.97\times10^{-8}\ \text{m}^3/\text{mol}.
\end{equation}
The same procedure gives the following values, with molar susceptibilities in $10^{-8}$ m$^3$/mol:
\begin{center}
\begin{tabular}{cccccc}
$T/T_N$ & $\sigma_0$ & $\chi_\parallel$ & $\chi_\perp$ & $\chi_{\rm p}$ & $\chi_{\rm p}/\chi_{\rm p}(T_N)$\\
0.02 & 2.500 & 0.00 & 15.71 & 10.48 & 0.667\\
0.25 & 2.465 & 1.83 & 15.71 & 11.09 & 0.705\\
0.50 & 2.222 & 6.97 & 15.71 & 12.80 & 0.814\\
0.75 & 1.714 & 11.90 & 15.71 & 14.44 & 0.919\\
1.00 & 0 & 15.71 & 15.71 & 15.71 & 1.000
\end{tabular}
\end{center}
In cgs units the powder value is 0.0125 cm$^3$/mol at $T_N$ and 0.00834 cm$^3$/mol at $0.02\,T_N$.

A field of 1 T corresponds to $\beta/k=1.343$ K. Applied across the axis at 70 K, it gives $u=1.343/120=0.0112$ and a canting angle $\arcsin(u/\sigma_0)=0.29^\circ$. At 100 T, $u=1.120$ and the angle is $30.3^\circ$, with the spin length still 2.222. The gain (\ref{gain}) at 1 T and 70 K is $\Delta f/k=4.19$ mK per spin, so at this field and temperature the anisotropy energy per spin must be well above this value to hold the axis; the required value grows as $\beta^2$.

The numerical check tests these formulas against self-consistent solutions in an applied field, obtained by diagonalizing the Hamiltonian of a single spin. It tests the powder ratio in oblique fields for $S=1/2$, 1 and 5/2.

\section{Variation 1: anisotropy that is not weak}

\textit{Let the coupling between the sublattices be $a+\kappa$ for the $z$ components and $a$ for the others, with $\kappa>0$. What becomes of the ratio?}

For spins along $z$, every $a$ is replaced by $a+\kappa$. This changes $T_N$ as well, and (\ref{parTN}) becomes $\chi_\parallel(T_N)=1/(2a+2\kappa)$. In a perpendicular field the $z$ component of $\mathbf h_A$ is $(a+\kappa-b)v$, and alignment requires
\begin{equation}
(a+\kappa-b)u=\beta-(a+b)u\;\Rightarrow\;\chi_\perp=\frac1{2a+\kappa}.
\end{equation}
Since $\chi_\parallel(0)=0$ as before,
\begin{equation}
\frac{\chi_{\rm p}(0)}{\chi_{\rm p}(T_N)}=\frac{2\chi_\perp}{\chi_\parallel(T_N)+2\chi_\perp}
=\frac{2}{2+\dfrac{2a+\kappa}{2a+2\kappa}} .
\end{equation}
The last fraction is below 1, so the ratio exceeds $2/3$. To first order in $\kappa/a$ that fraction is $1-\kappa/2a$, and the ratio is $\tfrac23(1+\kappa/6a)$. For $\kappa/a=0.1$ the full formula gives 0.677, and for $\kappa/a=0.01$ it gives 0.668. The direction of the shift is specific to exchange anisotropy. A single-ion term $-DS_z^2$ with $D>0$ lowers the mean-field ratio instead: in the example it is 0.664 for $D/k=0.6$ K and 0.639 for $D/k=6$ K.

\section{Variation 2: exchange constants from the paramagnetic side}

\textit{Find $\chi$ above $T_N$ for $\kappa=0$, and show how $b/a$ follows from it.}

Above $T_N$ both sublattices have the same small mean spin $\sigma$ along the field, with $h=\beta-(a+b)\sigma$. Linearizing, $\sigma=F'(0)\,[\beta-(a+b)\sigma]/kT$, so
\begin{equation}
\chi=\frac{S(S+1)/3}{k(T+\theta)},\qquad k\theta=(a+b)\frac{S(S+1)}{3}.
\end{equation}
This is the Curie--Weiss law. At $T_N$ the sum $k(T_N+\theta)$ equals $2a\,S(S+1)/3$, so $\chi=1/(2a)$ and the curve joins the ordered side continuously. Dividing $\theta$ by $T_N$ gives
\begin{equation}
\frac{\theta}{T_N}=\frac{a+b}{a-b}\;\Rightarrow\;\frac ba=\frac{\theta-T_N}{\theta+T_N}.
\end{equation}
In the example $\theta=72\times35/12=210$ K, and $b/a=70/350=0.2$, as put in. Applied to a measured $T_N$ the formula overestimates $b/a$, because fluctuations lower $T_N$ below its mean-field value. Classical spins on a simple cubic lattice with $b=0$ order at about 0.72 of the mean-field $T_N$, and the formula then gives $b/a\approx0.16$ instead of zero. At $T=1.5\,T_N=210$ K the susceptibility has fallen to $(140+210)/(210+210)=0.833$ of its value at $T_N$, or $13.10\times10^{-8}$ m$^3$/mol. Within mean-field theory the powder susceptibility is therefore largest at $T_N$: it decreases above by the Curie--Weiss law, and it is smaller below because $\chi_\parallel<\chi_\perp$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
spin S = 2.5, g = 2.0
J/k = 10.0 K with 6 neighbours, J'/k = 1.0 K with 12 neighbours
a/k = 60.0 K, b/k = 12.0 K
Neel temperature T_N = 140.00 K
Curie-Weiss theta = 210.00 K
Zeeman energy g mu_B B/k at 1 T = 1.34343 K
molar prefactor mu0 N_A (g mu_B)^2/k = 1.88570e-05 m^3 K/mol
molar susceptibilities in 1e-8 m^3/mol:
T/T_N   T (K)    sigma0   chi_par  chi_perp  powder  powder/powder(T_N)
0.02     2.80   2.5000    0.0000   15.7142   10.4761   0.66667
0.25    35.00   2.4648    1.8283   15.7142   11.0855   0.70545
0.50    70.00   2.2220    6.9677   15.7142   12.7987   0.81447
0.75   105.00   1.7143   11.9016   15.7142   14.4433   0.91913
1.00   140.00   0.0000   15.7142   15.7142   15.7142   1.00000
1.50   210.00   0.0000   13.0951   13.0951   13.0951   0.83333
powder at T_N in cgs = 0.012505 cm^3/mol
powder at 0.02 T_N in cgs = 0.008337 cm^3/mol
chi_par/chi_perp at 0.02 T_N = 1.0e-17
largest relative error of chi_par formula = 8.2e-08
numerical chi_par / exponential law at 0.1 T_N = 1.00005
perpendicular field at 0.5 T_N, from the self-consistent solution:
  B = 1 T: u = 0.01120, spin length = 2.22202, canting = 0.289 deg
  B = 100 T: u = 1.11952, spin length = 2.22202, canting = 30.254 deg
free-energy gain of perpendicular state, 1 T, 0.5 T_N = 4.1854 mK
same from susceptibilities = 4.1856 mK per spin (over k)
powder ratio low T / T_N from oblique fields, and from the formula:
  S = 2.5, b/a = 0.20, kappa/a = 0.100: 0.67693, 0.67692
  S = 2.5, b/a = 0.20, kappa/a = 0.010: 0.66777, 0.66777
  S = 2.5, b/a = 0.20, kappa/a = 0.001: 0.66678, 0.66678
  S = 0.5, b/a = -0.50, kappa/a = 0.001: 0.66678, 0.66678
  S = 1.0, b/a = 0.00, kappa/a = 0.001: 0.66678, 0.66678
\end{verbatim}
